**Transverse energy of a channelled ion under isotropic drag**

For an ion in a harmonic planar channel with weak drag −Mβv, the cycle-averaged transverse energy Ex falls as the square root of the total energy E when Ex ≪ E. Here M is the ion mass, v its velocity, β the damping rate, k the spring constant and ω = √(k/M). The program integrates the equations of motion and asserts the exponent 1/2, the constancy of J/√Ez with J = Ex + (Mβ/2)x·vx and Ez the longitudinal energy, and the changed exponents for large Ex, anisotropic drag, position-dependent drag and an anharmonic well. It also asserts the plane potential, the electron diffusion factor and the variance of thermal impulses against direct integration or random sampling. For 600 keV arsenic in a {111} channel of CdTe, with rough inputs, friction alone halves Ex from 11.95 to 5.97 eV while E falls to one quarter. The output also shows that heating by thermally displaced atoms exceeds friction cooling at entrance by a factor of about 18 at 300 K and 3.7 at 77 K. The law therefore describes the friction term in this example and not the net transverse energy.

## Program and output

```python
# Result under test: an ion in a harmonic planar channel U = k x^2/2 with weak
# isotropic drag F = -M beta v has cycle-averaged transverse energy
# Ex proportional to sqrt(Ez), hence to sqrt(E) when Ex << E = Ex + Ez.
# x: transverse position, z: direction along the channel, omega = sqrt(k/M).
# Simulations use time unit 1/omega and energies divided by k (unit nm^2
# for the material example, dimensionless for the generic tests).
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import k0, k1

rng = np.random.default_rng(7)


def harmonic_force(x):
    return x


def harmonic_energy(x):
    return x**2 / 2


def simulate(x0, vz0, span, drag, transverse_factor=1.0, force=harmonic_force):
    """Integrate the motion from rest in x; drag(x, speed) is the damping rate."""
    def rhs(t, state):
        x, vx, vz = state
        rate = drag(x, np.hypot(vx, vz))
        return [vx, -force(x) - transverse_factor * rate * vx, -rate * vz]
    return solve_ivp(rhs, (0, span), [x0, 0.0, vz0], method="DOP853",
                     rtol=1e-10, atol=1e-12, dense_output=True).sol


def cycle_means(solution, centre, period=2 * np.pi, energy=harmonic_energy):
    """Mean transverse and total energy over one cycle around centre."""
    times = centre + period * ((np.arange(400) + 0.5) / 400 - 0.5)
    x, vx, vz = solution(times)
    ex = vx**2 / 2 + energy(x)
    return np.mean(ex), np.mean(ex + vz**2 / 2)


def measured_exponent(solution, span, period=2 * np.pi, energy=harmonic_energy):
    """Slope of ln Ex against ln E, with geometric-mean energies."""
    ex1, e1 = cycle_means(solution, period / 2, period, energy)
    ex2, e2 = cycle_means(solution, span - period / 2, period, energy)
    return np.log(ex2 / ex1) / np.log(e2 / e1), np.sqrt(ex1 * ex2), np.sqrt(e1 * e2)


# ---------- generic tests of the law and of the role of each assumption ----------
weak, span = 2e-3, 100.0


def constant_drag(x, speed):
    return weak


path = simulate(1.0, 300.0, span, constant_drag)
x, vx, vz = path(np.linspace(0, span, 4001))
ex = (vx**2 + x**2) / 2
modified = ex + weak * x * vx / 2
invariant = modified / np.abs(vz)
assert np.ptp(invariant) / invariant[0] < 1e-6
deviation = np.max(np.abs(modified / ex - 1))
assert 0.98 * weak / 2 < deviation < 1.001 * weak / 2
slope_basic = measured_exponent(path, span)[0]
assert abs(slope_basic - 0.5) < 1e-3

# transverse energy that is not small: the exponent must leave one half
path = simulate(1.0, np.sqrt(0.7 / 0.3), span, constant_drag)
slope_large, ex_mid, e_mid = measured_exponent(path, span)
slope_large_formula = e_mid / (2 * e_mid - ex_mid)
assert abs(slope_large - slope_large_formula) < 2e-3 and slope_large > 0.55

# anisotropic drag
slope_aniso = {}
for factor in (0.0, 2.0):
    path = simulate(1.0, 300.0, span, constant_drag, transverse_factor=factor)
    slope_aniso[factor] = measured_exponent(path, span)[0]
    assert abs(slope_aniso[factor] - factor / 2) < 2e-3

# drag force growing as speed squared, still antiparallel to the velocity
path = simulate(1.0, 300.0, span, lambda x, speed: weak * speed / 300.0)
slope_quadratic = measured_exponent(path, span)[0]
assert abs(slope_quadratic - 0.5) < 1e-3


# drag stronger away from the midplane
def position_exponent(rise):
    """rise: fractional increase of the drag at the turning point."""
    return 0.5 * (1 + rise / 4) / (1 + rise / 2)


path = simulate(1.0, 300.0, span, lambda x, speed: weak * (1 + 0.5 * x**2))
slope_position, ex_mid, _ = measured_exponent(path, span)
assert abs(slope_position - position_exponent(0.5 * 2 * ex_mid)) < 2e-3

# ---------- example: As in the wide {111} channel of CdTe (eV, nm) ----------
charge_ion, charge_lattice, mass_number = 33, 50, 75.0
lattice, energy0, amplitude0 = 0.65, 600e3, 0.04      # nm, eV, nm
stopping0 = 400.0                                     # eV/nm at entrance, rough
displacement = {"300 K": 0.014, "77 K": 0.0075}       # nm per axis, rough
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9          # eV nm
bohr = const.physical_constants["Bohr radius"][0] * 1e9          # nm
screening = 0.8853 * bohr / (charge_ion**0.5 + charge_lattice**0.5)**(2 / 3)
weights = np.array([0.1, 0.55, 0.35])                 # Moliere screening function
decays = np.array([6.0, 1.2, 0.3]) / screening        # 1/nm
pair_strength = charge_ion * charge_lattice * coulomb            # eV nm
width = 0.75 * lattice / np.sqrt(3)
areal = 4 / (np.sqrt(3) * lattice**2)                 # atoms per nm^2 in a plane
planes = np.array([-1, 1, -5 / 3, 5 / 3]) * width / 2
plane_scale = 2 * np.pi * pair_strength * areal       # eV/nm


def plane_sum(x, order):
    """Derivative of given order of the summed plane potentials, |x| < width/2."""
    gap = np.asarray(x, float)[..., None, None] - planes[:, None]
    terms = weights * decays**(order - 1) * np.exp(-decays * np.abs(gap))
    return plane_scale * np.sum(terms * (-np.sign(gap))**order, axis=(-1, -2))


def line_gradient(s, y):
    """x-derivative of one atom's potential integrated along z (eV)."""
    r = np.hypot(s, y)
    total = sum(w * q * k1(q * r) for w, q in zip(weights, decays))
    return -2 * pair_strength * total * s / r


# plane potential and line integral against direct integration of the atom
gap = width / 2


def atom_potential(r):
    return pair_strength / r * np.sum(weights * np.exp(-decays * r))


single_plane = plane_scale * np.sum(weights / decays * np.exp(-decays * gap))
direct = areal * quad(lambda p: 2 * np.pi * p * atom_potential(np.hypot(gap, p)),
                      0, 2.0, epsabs=1e-10, limit=200)[0]
assert abs(direct / single_plane - 1) < 1e-6
line = quad(lambda z: 2 * atom_potential(np.hypot(gap, z)), 0, 2.0, epsabs=1e-10)[0]
line_formula = 2 * pair_strength * np.sum(weights * k0(decays * gap))
assert abs(line / line_formula - 1) < 1e-6
step = 1e-5
gradient_fd = sum(sign * 2 * pair_strength * np.sum(weights * k0(decays * (gap + sign * step)))
                  for sign in (1, -1)) / (2 * step)
assert abs(line_gradient(gap, 0.0) / gradient_fd - 1) < 1e-5

spring = float(plane_sum(0.0, 2))                     # eV/nm^2
step = 1e-3
spring_fd = (plane_sum(step, 0) + plane_sum(-step, 0) - 2 * plane_sum(0.0, 0)) / step**2
assert abs(spring_fd / spring - 1) < 1e-3

mass = mass_number * const.atomic_mass
speed0 = np.sqrt(2 * energy0 * const.e / mass)        # m/s
beta = stopping0 * const.e * 1e9 / (mass * speed0)    # 1/s
omega = np.sqrt(spring * const.e * 1e18 / mass)       # 1/s
ex0 = spring * amplitude0**2 / 2                      # eV
time_end = np.log(2) / beta                           # Ez falls to one quarter
path_length = speed0 * 0.5 / beta * 1e9               # nm

# direct integration of the example against the square-root law
scaled_beta, scaled_end = beta / omega, time_end * omega
path = simulate(amplitude0, np.sqrt(2 * energy0 / spring), scaled_end + np.pi,
                lambda x, speed: scaled_beta)
ex_end, e_end = (spring * value for value in cycle_means(path, scaled_end))
ex_law = ex0 * np.sqrt(e_end / (energy0 + ex0))
assert abs(ex_end / ex_law - 1) < 1e-3
amplitude_end = np.sqrt(2 * ex_end / spring)
angle0 = np.sqrt(ex0 / energy0) * 1e3
angle_end = np.sqrt(ex_end / (e_end - ex_end)) * 1e3
assert abs(angle_end / angle0 / (e_end / energy0)**-0.25 - 1) < 1e-3

# ---------- neglected: anharmonic well ----------
zero_level = float(plane_sum(0.0, 0))


def real_energy(x):
    return (plane_sum(x, 0) - zero_level) / spring


def kinetic_share(amplitude):
    """Orbit mean of kinetic energy over Ex, and the period."""
    theta = (np.arange(400) + 0.5) * np.pi / 800
    total = real_energy(amplitude)
    speed = np.sqrt(2 * (total - real_energy(amplitude * np.sin(theta))))
    dwell = amplitude * np.cos(theta) / speed
    return np.sum(dwell * speed**2 / 2) / np.sum(dwell) / total, 2 * np.pi * np.mean(dwell)


share0, period0 = kinetic_share(amplitude0)
path = simulate(amplitude0, 300.0, span, constant_drag,
                force=lambda x: float(plane_sum(x, 1)) / spring)
slope_anharmonic = measured_exponent(path, span, period0, real_energy)[0]
end_x, end_vx, _ = path(span)
end_energy = end_vx**2 / 2 + real_energy(end_x)
trial = np.linspace(0.5 * amplitude0, amplitude0, 2001)
amplitude_last = np.interp(end_energy, real_energy(trial), trial)
share_last = kinetic_share(amplitude_last)[0]
assert abs(slope_anharmonic - (share0 + share_last) / 2) < 2e-3
assert slope_anharmonic > 0.505
real_ex0 = spring * float(real_energy(amplitude0))

# ---------- neglected: electronic scattering ----------
# Isotropic scattering between points of the Fermi sphere; the number of allowed
# events is proportional to the energy transfer q.v when that is positive.
directions = rng.normal(size=(2, 1000000, 3))
directions /= np.linalg.norm(directions, axis=2, keepdims=True)
transfer = directions[1] - directions[0]
forward = np.maximum(transfer[:, 2], 0)
diffusion_factor = np.mean(transfer[:, 0]**2 * forward) / np.mean(forward**2)
assert abs(diffusion_factor - 0.6) < 0.006
fermi_wave = (3 * np.pi**2 * 32 / lattice**3)**(1 / 3)           # 1/nm
fermi_speed = const.hbar * fermi_wave * 1e9 / const.m_e


def electron_ratio(energy, transverse):
    speed = np.sqrt(2 * energy * const.e / mass)
    return 0.3 * const.hbar * fermi_wave * 1e9 * speed / const.e / transverse


# ---------- neglected: scattering by thermally displaced atoms ----------
nodes, node_weights = np.polynomial.hermite_e.hermegauss(11)
node_weights = node_weights / node_weights.sum()
weight_grid = node_weights[:, None] * node_weights[None, :]


def kick_variance(s, y, u):
    values = line_gradient(np.asarray(s)[..., None, None] + u * nodes[:, None],
                           np.asarray(y)[..., None, None] + u * nodes[None, :])
    mean = np.sum(weight_grid * values, axis=(-1, -2))
    return np.sum(weight_grid * values**2, axis=(-1, -2)) - mean**2


shifts = displacement["300 K"] * rng.normal(size=(2, 400000))
sampled = np.var(line_gradient(gap + shifts[0], 0.02 + shifts[1]))
assert abs(kick_variance(gap, 0.02, displacement["300 K"]) / sampled - 1) < 0.04


def thermal_heating(energy, amplitude, u):
    """Gain of Ex per path length from both neighbouring planes (eV/nm)."""
    phase = (np.arange(16) + 0.5) * np.pi / 16
    y = np.linspace(-0.3, 0.3, 101)
    s = width / 2 - amplitude * np.cos(phase)
    variance = kick_variance(s[:, None], y[None, :], u)
    return 2 * areal * np.mean(np.sum(variance, axis=1)) * (y[1] - y[0]) / (4 * energy)


cooling0 = stopping0 * ex0 / (2 * energy0)
cooling_end = stopping0 * np.sqrt(e_end / energy0) * ex_end / (2 * e_end)
stiffening = np.sum(node_weights * np.array([
    np.sum(weights * decays * np.exp(-decays * (gap + displacement["300 K"] * n)))
    for n in nodes])) / np.sum(weights * decays * np.exp(-decays * gap))

# ---------- printed numbers ----------
print(f"Generic test, drag/omega = {weak}: exponent {slope_basic:.4f}")
print(f"Largest |J/Ex - 1| in that test: {deviation:.6f}")
print(f"Start Ex/E = 0.3: exponent {slope_large:.4f}, formula {slope_large_formula:.4f}")
print(f"Longitudinal drag only: exponent {abs(slope_aniso[0.0]):.4f}")
print(f"Transverse drag doubled: exponent {slope_aniso[2.0]:.4f}")
print(f"Drag force as speed squared: exponent {slope_quadratic:.4f}")
print(f"Input ion: Z = {charge_ion}, mass {mass_number:.0f} u; lattice mean Z = {charge_lattice}")
print(f"Input lattice constant: {lattice} nm (rough)")
print(f"Input entrance energy: {energy0/1e3:.0f} keV; amplitude {amplitude0} nm")
print(f"Input entrance stopping force: {stopping0:.0f} eV/nm (rough)")
print(f"Channel width: {width:.4f} nm; plane density {areal:.3f} nm^-2")
print(f"Screening length: {screening:.5f} nm")
print(f"Spring constant k: {spring:.0f} eV/nm^2")
print(f"Entrance speed: {speed0:.4e} m/s")
print(f"omega: {omega:.4e} s^-1; beta: {beta:.4e} s^-1")
print(f"beta/(2 omega): {beta/(2*omega):.3e}")
print(f"Entrance oscillation wavelength: {2*np.pi*speed0/omega*1e9:.1f} nm")
print(f"Time to quarter of Ez: {time_end*1e12:.3f} ps; cycles {scaled_end/(2*np.pi):.1f}")
print(f"Path to quarter of Ez: {path_length:.0f} nm")
print(f"Final total energy, integrated: {e_end/1e3:.3f} keV")
print(f"Transverse energy at entrance: {ex0:.3f} eV")
print(f"Final transverse energy, integrated: {ex_end:.4f} eV")
print(f"Final transverse energy, square-root law: {ex_law:.4f} eV")
print(f"Final amplitude: {amplitude_end:.5f} nm")
print(f"Midplane angle: start {angle0:.3f} mrad, end {angle_end:.3f} mrad")
print(f"Plane-potential energy at entrance amplitude: {real_ex0:.3f} eV")
print(f"Anharmonic exponent at entrance amplitude: {share0:.4f}")
print(f"Anharmonic exponent, integrated motion: {slope_anharmonic:.4f}")
print(f"Exponent if drag is 50 % higher at turning point: {position_exponent(0.5):.4f}")
print(f"Electron diffusion factor, sampled: {diffusion_factor:.4f}")
print(f"Fermi wave number: {fermi_wave:.2f} nm^-1; entrance v/v_F: {speed0/fermi_speed:.3f}")
print(f"Electronic heating/cooling: start {electron_ratio(energy0, ex0):.3f}, "
      f"end {electron_ratio(e_end, ex_end):.3f}")
print(f"Friction cooling: start {cooling0:.5f} eV/nm, end {cooling_end:.5f} eV/nm")
for label, u in displacement.items():
    heat0 = thermal_heating(energy0, amplitude0, u)
    heat_end = thermal_heating(e_end, amplitude_end, u)
    print(f"Thermal displacement at {label}: {u} nm per axis (rough)")
    print(f"  lattice heating: start {heat0:.5f} eV/nm, end {heat_end:.5f} eV/nm")
    print(f"  heating/cooling: start {heat0/cooling0:.3f}, end {heat_end/cooling_end:.3f}")
print(f"Thermal stiffening of k at 300 K: factor {stiffening:.3f}")
print(f"Entrance energy / rest energy: {energy0*const.e/(mass*const.c**2):.2e}")
quantum = const.hbar * omega / const.e
print(f"Transverse quantum: {quantum:.4f} eV; entrance Ex/quantum: {ex0/quantum:.0f}")
print("checks complete")
```

Printed output:

```
Generic test, drag/omega = 0.002: exponent 0.5000
Largest |J/Ex - 1| in that test: 0.001000
Start Ex/E = 0.3: exponent 0.5958, formula 0.5956
Longitudinal drag only: exponent 0.0000
Transverse drag doubled: exponent 1.0000
Drag force as speed squared: exponent 0.5000
Input ion: Z = 33, mass 75 u; lattice mean Z = 50
Input lattice constant: 0.65 nm (rough)
Input entrance energy: 600 keV; amplitude 0.04 nm
Input entrance stopping force: 400 eV/nm (rough)
Channel width: 0.2815 nm; plane density 5.466 nm^-2
Screening length: 0.00855 nm
Spring constant k: 14937 eV/nm^2
Entrance speed: 1.2425e+06 m/s
omega: 1.3862e+14 s^-1; beta: 4.1416e+11 s^-1
beta/(2 omega): 1.494e-03
Entrance oscillation wavelength: 56.3 nm
Time to quarter of Ez: 1.674 ps; cycles 36.9
Path to quarter of Ez: 1500 nm
Final total energy, integrated: 150.015 keV
Transverse energy at entrance: 11.949 eV
Final transverse energy, integrated: 5.9748 eV
Final transverse energy, square-root law: 5.9749 eV
Final amplitude: 0.02828 nm
Midplane angle: start 4.463 mrad, end 6.311 mrad
Plane-potential energy at entrance amplitude: 14.042 eV
Anharmonic exponent at entrance amplitude: 0.5284
Anharmonic exponent, integrated motion: 0.5262
Exponent if drag is 50 % higher at turning point: 0.4500
Electron diffusion factor, sampled: 0.5994
Fermi wave number: 15.11 nm^-1; entrance v/v_F: 0.710
Electronic heating/cooling: start 0.310, end 0.310
Friction cooling: start 0.00398 eV/nm, end 0.00398 eV/nm
Thermal displacement at 300 K: 0.014 nm per axis (rough)
  lattice heating: start 0.07040 eV/nm, end 0.13743 eV/nm
  heating/cooling: start 17.675, end 34.504
Thermal displacement at 77 K: 0.0075 nm per axis (rough)
  lattice heating: start 0.01475 eV/nm, end 0.02909 eV/nm
  heating/cooling: start 3.702, end 7.304
Thermal stiffening of k at 300 K: factor 1.128
Entrance energy / rest energy: 8.59e-06
Transverse quantum: 0.0912 eV; entrance Ex/quantum: 131
checks complete
```
